\section*{Thermophoretic drift of a small sphere in a free-molecular monatomic gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I. The force on the sphere and the drift law}

\subsection{A special case: two beams}

Consider a gas reduced to two opposite beams along the $z$ axis. Atoms from the hot side have number density $n_h$ and speed $c_h$; those from the cold side have density $n_c$ and speed $c_c<c_h$. The atomic mass is $m$. The gas as a whole does not flow, so both beams carry the same number flux,
\begin{equation}
n_hc_h=n_cc_c=J .
\end{equation}
Energy nevertheless flows from hot to cold, because each atom from the hot side carries more of it:
\begin{equation}
q=\tfrac12mJ(c_h^2-c_c^2)=\tfrac12mJ(c_h-c_c)(c_h+c_c).
\end{equation}
Put a sphere of radius $R$ into the beams and let it reflect the atoms like a mirror. Lemma 1 below shows that the reflected atoms have zero mean momentum, so each atom delivers on average its whole incoming momentum. The two beams strike the sphere equally often, $\pi R^2J$ times per unit time, but the hot one strikes harder:
\begin{equation}
F=\pi R^2mJ(c_h-c_c)=\pi R^2\,\frac{2q}{c_h+c_c}.
\end{equation}
The force points along the heat flow, towards the cold side.

To find the drag, let the two speeds differ so little that both may be called $c$, with density $n/2$ in each beam. For a sphere moving at velocity $V$ along $z$ the relative speeds are $c-V$ and $c+V$, and the opposing force is
\begin{equation}
\pi R^2m\frac n2\left[(c-V)^2-(c+V)^2\right]=-2\pi R^2mncV .
\end{equation}
Equating its magnitude to $F=\pi R^2q/c$ gives $V=q/(2nmc^2)$. The radius has cancelled because both forces are proportional to the area that the sphere offers to the atoms. The product $nmc^2$ is the pressure along $z$. A real gas replaces the factor $1/2$ by another number, which depends on the velocity distribution and on the surface.

\subsection{Setting and theorem}

The sphere sits in a monatomic gas of uniform pressure $p=nk_BT$, with local number density $n$ and temperature $T$. The algebra is in atomic units with Boltzmann's constant $k_B$ kept. Planck's constant does not occur, so the formulas hold in any consistent units. Let
\begin{equation}
c_0=\sqrt{\frac{2k_BT}{m}},\qquad \mathbf w=\frac{\mathbf c}{c_0},\qquad
\bar v=\sqrt{\frac{8k_BT}{\pi m}}=\frac{2c_0}{\sqrt\pi},
\end{equation}
where $\mathbf c$ is the velocity of an atom and $\bar v$ the mean atomic speed. The equilibrium distribution is $f_0=n\,\pi^{-3/2}c_0^{-3}e^{-w^2}$. Angle brackets denote averages over it, and the odd moments needed are
\begin{equation}
\langle w^j\rangle=\frac4{\sqrt\pi}\int_0^\infty w^{j+2}e^{-w^2}dw:\quad
\langle w\rangle=\frac2{\sqrt\pi},\;
\langle w^3\rangle=\frac4{\sqrt\pi},\;
\langle w^5\rangle=\frac{12}{\sqrt\pi},\;
\langle w^7\rangle=\frac{48}{\sqrt\pi}.
\label{moments}
\end{equation}

The assumptions are these.

(a) The radius is small against the mean free path, $R\ll\lambda$. Atoms then reach the sphere with the distribution of the undisturbed gas, the same at every point of its surface, and do not return after leaving it.

(b) The gradient is weak, $\lambda|\nabla T|\ll T$, and the gas has no mean flow. Terms of second order in the gradient and in the drift velocity are dropped.

(c) A fraction $\alpha$ of the arriving atoms leaves diffusely, with the half-Maxwellian flux of temperature $T_w$. The rest is reflected specularly.

(d) The particle conducts heat well enough to have one temperature, and $T_w=T$.

(e) No force acts other than that of the gas.

\paragraph{Theorem.} Under (a)--(e) the steady drift velocity relative to the gas is
\begin{equation}
\boxed{\;\mathbf V=\frac{C\,\mathbf q}{5p\,(1+\pi\alpha/8)}
=-\frac{C\,\kappa\nabla T}{5p\,(1+\pi\alpha/8)}\;}
\label{theorem}
\end{equation}
where $\mathbf q=-\kappa\nabla T$ is the heat flux and $\kappa$ the conductivity of the gas. The number $C$ is fixed by collisions between gas atoms and does not involve the sphere. It equals 1 if the heat-flux distribution consists of a single Sonine term, defined below.

Radius independence is thus the leading result for small $R/\lambda$, under the thermal condition (d). The proof needs the force for a given velocity distribution, the drag, and the force exerted by a gas that conducts heat.

\subsection{Lemma 1: the force for any incident distribution}

Let $f(\mathbf c)$ be the distribution of atomic velocities relative to the sphere. Then
\begin{equation}
\mathbf F=\pi R^2\left[m\int|\mathbf c|\,\mathbf c f\,d^3c
+\frac{2\alpha}{3}P_w\int\mathbf c f\,d^3c\right],\qquad
P_w=\sqrt{\frac{\pi mk_BT_w}{2}} .
\label{force}
\end{equation}

\paragraph{Proof.} Atoms with velocities in $d^3c$ form a parallel beam and strike the sphere at the rate $\pi R^2|\mathbf c|f\,d^3c$. The force is the incoming momentum minus the outgoing momentum per unit time.

Let $\mathbf n$ be the outward normal at the struck point and put $\hat{\mathbf c}\cdot\mathbf n=-\cos\chi$. The distance of the atom's path from the axis of the beam is $R\sin\chi$. Since the beam fills the disc uniformly, $\sin^2\chi$ is uniformly distributed between 0 and 1, and so is $\cos^2\chi$.

Specular reflection gives $\hat{\mathbf c}'=\hat{\mathbf c}-2(\hat{\mathbf c}\cdot\mathbf n)\mathbf n$, so that
\begin{equation}
\hat{\mathbf c}'\cdot\hat{\mathbf c}=1-2\cos^2\chi ,
\end{equation}
which is uniformly distributed between $-1$ and $1$. With the symmetry about the axis this means that the scattered directions are isotropic. The mean outgoing momentum is zero, and the mean delivered momentum is $m\mathbf c$.

A diffusely emitted atom has no mean momentum along the surface. With $a=m/(2k_BT_w)$ its mean normal momentum is
\begin{equation}
P_w=m\,\frac{\int_0^\infty u^2e^{-au^2}du}{\int_0^\infty u\,e^{-au^2}du}
=m\,\frac{\sqrt\pi/(4a^{3/2})}{1/(2a)}
=\frac{m\sqrt\pi}{2\sqrt a}=\sqrt{\frac{\pi mk_BT_w}{2}} .
\end{equation}
One factor $u$ in each integral comes from the flux through the surface. The mean normal of the struck points is
\begin{equation}
\langle\mathbf n\rangle=-\hat{\mathbf c}\int_0^1\sqrt{x}\,dx=-\tfrac23\hat{\mathbf c},
\qquad x=\cos^2\chi .
\end{equation}
The mean outgoing momentum is therefore $-\frac23P_w\hat{\mathbf c}$, and the delivered momentum is $m\mathbf c+\frac23P_w\hat{\mathbf c}$. Weighting the two kinds of reflection with $1-\alpha$ and $\alpha$, multiplying by the rate of arrival and using $|\mathbf c|\hat{\mathbf c}=\mathbf c$ gives \eqref{force}. $\square$

The second integral in \eqref{force} is the particle flux. In a gas without mean flow it vanishes for a sphere at rest, whatever the shape of the distribution. Diffuse emission therefore leaves the thermal force on a sphere of uniform temperature unchanged, and affects the drift through the drag.

Nothing in Lemma 1 requires $f$ to be near equilibrium. As a test, the momentum exchange was integrated directly over the surface for a Maxwellian gas streaming past at $0.8\sqrt{k_BT/m}$, with $\alpha=0$, 0.6 and 1. It agreed with \eqref{force} to within a relative $10^{-6}$.

\subsection{Lemma 2: the drag}

A sphere moving slowly with velocity $\mathbf V$ through a gas in equilibrium feels
\begin{equation}
\mathbf F_d=-\frac{32}{3}\,\frac{pR^2}{\bar v}
\left(1+\frac{\pi\alpha}{8}\sqrt{\frac{T_w}{T}}\right)\mathbf V .
\label{drag}
\end{equation}

\paragraph{Proof.} An atom with velocity $\mathbf c$ relative to the sphere has velocity $\mathbf c+\mathbf V$ relative to the gas. To first order in $\mathbf V$,
\begin{equation}
f(\mathbf c)=f_0(\mathbf c+\mathbf V)
=f_0(\mathbf c)\left(1-\frac{2\mathbf w\cdot\mathbf V}{c_0}\right).
\end{equation}
For any function $h(w)$, averaging over directions gives $\langle h\,w_iw_j\rangle=\frac13\delta_{ij}\langle h\,w^2\rangle$. Hence
\begin{equation}
\int|\mathbf c|\mathbf cf\,d^3c
=-\frac2{c_0}\,c_0^2\,\frac n3\langle w^3\rangle\mathbf V
=-\frac{8nc_0}{3\sqrt\pi}\mathbf V=-\frac43n\bar v\mathbf V ,
\end{equation}
where the last step uses $c_0=\sqrt\pi\,\bar v/2$. The particle flux is $\int\mathbf cf\,d^3c=-n\mathbf V$. The ratio of $P_w$ to $m\bar v$ is
\begin{equation}
\frac{P_w}{m\bar v}=\sqrt{\frac{\pi mk_BT_w}{2}\,\frac{\pi}{8mk_BT}}
=\frac\pi4\sqrt{\frac{T_w}{T}} .
\end{equation}
Inserting these into \eqref{force},
\begin{align}
\mathbf F_d&=-\pi R^2mn\bar v\left[\frac43+\frac{2\alpha}{3}\,\frac\pi4
\sqrt{\frac{T_w}{T}}\right]\mathbf V\nonumber\\
&=-\frac{4\pi}{3}R^2mn\bar v\left[1+\frac{\pi\alpha}{8}
\sqrt{\frac{T_w}{T}}\right]\mathbf V .
\end{align}
Finally $m\bar v^2=8k_BT/\pi$ gives $mn\bar v=8p/(\pi\bar v)$, which turns the prefactor into $32pR^2/(3\bar v)$. $\square$

Diffuse emission raises the drag because a moving sphere is struck more often in front, and the atoms leaving the front push it back. At $T_w=T$ a fully diffuse sphere has a drag larger than that of a specular one by the fraction $\pi/8$, or 39\%.

\subsection{Lemma 3: the thermal force}

In a gas that conducts heat the distribution deviates from $f_0$ in proportion to $\nabla T$. The gradient is the only vector available, so the deviation is $\mathbf w\cdot\nabla\ln T$ times a function of $w^2$. Expand this function in Sonine polynomials $S_k(w^2)$, which obey $\langle w^2S_jS_k\rangle=0$ for $j\ne k$:
\begin{align}
&f=f_0\left[1+\sum_{k\ge1}b_kS_k(w^2)\,\mathbf w\cdot\nabla\ln T\right],
\label{expansion}\\
&S_0=1,\qquad S_1=\tfrac52-w^2,\qquad
S_2=\tfrac{35}8-\tfrac72w^2+\tfrac12w^4 .\nonumber
\end{align}
The coefficients $b_k$ are lengths. The term $k=0$ is absent because it alone would carry particles: the particle flux of term $k$ is proportional to $\langle w^2S_k\rangle=\langle w^2S_0S_k\rangle$, which vanishes for $k\ge1$.

The claim is that
\begin{equation}
\kappa=\tfrac54nk_Bc_0b_1,\qquad
\mathbf F_{th}=\frac{32}{15}\,\frac{CR^2\mathbf q}{\bar v},\qquad
C=\sum_{k\ge1}\frac{b_kM_k}{b_1M_1},\quad M_k=\langle w^3S_k\rangle .
\label{thermal}
\end{equation}

\paragraph{Proof.} The energy of an atom is $mc^2/2=k_BTw^2$, so the heat flux is
\begin{equation}
\mathbf q=\int\frac{mc^2}{2}\mathbf cf\,d^3c
=k_BTc_0\,\frac n3\sum_kb_k\langle w^4S_k\rangle\nabla\ln T .
\end{equation}
Writing $w^2=\frac52S_0-S_1$ gives $\langle w^4S_k\rangle=-\langle w^2S_1S_k\rangle$ for $k\ge1$, which vanishes unless $k=1$. With $\langle w^2\rangle=\frac32$, $\langle w^4\rangle=\frac{15}4$ and $\langle w^6\rangle=\frac{105}8$,
\begin{equation}
\langle w^2S_1^2\rangle=\frac{25}4\cdot\frac32-5\cdot\frac{15}4+\frac{105}8
=\frac{15}4 .
\label{norm}
\end{equation}
Thus $\mathbf q=-\frac54nk_BTc_0b_1\nabla\ln T$, which gives $\kappa$. All the heat is carried by the first term.

The force needs a different moment. Since there is no particle flux, \eqref{force} gives
\begin{equation}
\mathbf F_{th}=\pi R^2mc_0^2\,\frac n3\sum_kb_kM_k\nabla\ln T
=\frac{2\pi}{3}R^2nk_BT\,C\,b_1M_1\nabla\ln T ,
\end{equation}
because $mc_0^2=2k_BT$. From \eqref{moments}, $M_1=\frac52\cdot\frac4{\sqrt\pi}-\frac{12}{\sqrt\pi}=-\frac2{\sqrt\pi}$. The expression for $\mathbf q$ gives $nk_BTb_1\nabla\ln T=-4\mathbf q/(5c_0)$. The two minus signs cancel:
\begin{equation}
\mathbf F_{th}=\frac{2\pi}{3}\cdot\frac2{\sqrt\pi}\cdot\frac45\,
\frac{CR^2\mathbf q}{c_0}
=\frac{16\sqrt\pi}{15}\,\frac{CR^2\mathbf q}{c_0}
=\frac{32}{15}\,\frac{CR^2\mathbf q}{\bar v}.\qquad\square
\end{equation}

The force is along $\mathbf q$ when $C>0$. As in the two-beam case, equal numbers of atoms cross a plane in both directions, but those coming from the hot side carry more momentum to the sphere.

\subsection{Proof of the theorem}

For a sphere moving through the conducting gas, the first-order deviations of $f$ due to the motion and to the gradient add, and their product is of second order. The total force is therefore $\mathbf F_{th}+\mathbf F_d$. In steady drift it vanishes. With $T_w=T$,
\begin{equation}
\frac{32}{15}\,\frac{CR^2\mathbf q}{\bar v}
=\frac{32}{3}\,\frac{pR^2}{\bar v}\left(1+\frac{\pi\alpha}8\right)\mathbf V .
\end{equation}
Cancelling $32R^2/(3\bar v)$ leaves \eqref{theorem}. $\square$

The drift was also found without the lemmas, as the velocity at which the surface integral of momentum vanishes. For the one-term distribution with $q=10^{-3}p\sqrt{k_BT/m}$ and $\alpha=0$, 0.5 and 1, the result agreed with \eqref{theorem} to within a relative $10^{-5}$.

\paragraph{Remark on the particle temperature.} An atom arriving from a Maxwellian gas brings on average $k_BT\langle w^3\rangle/\langle w\rangle=2k_BT$, since fast atoms arrive more often. A diffusely emitted atom takes away $2k_BT_w$. The heat flux adds energy on the side facing the hot region and removes an equal amount from the other side. Without other heating, and for $\alpha>0$, the balance therefore gives $T_w=T$ to first order.

\section{Part II. The number $C$, the limits and an example}

\subsection{Results carried over}

The sphere has radius $R$ and re-emits a fraction $\alpha$ of the atoms diffusely; $\mathbf q=-\kappa\nabla T$ is the heat flux, $p=nk_BT$ the pressure, $\bar v$ the mean atomic speed, $c_0=\sqrt{2k_BT/m}$ and $\mathbf w=\mathbf c/c_0$. Part I gave
\begin{equation}
\mathbf F_{th}=\frac{32}{15}\frac{CR^2\mathbf q}{\bar v},\qquad
\mathbf V=\frac{C\mathbf q}{5p(1+\pi\alpha/8)},\qquad
C=\sum_{k\ge1}\frac{b_kM_k}{b_1M_1}.
\label{carried}
\end{equation}
The $b_k$ are the coefficients of $S_k(w^2)\,\mathbf w\cdot\nabla\ln T$ in the relative deviation $\phi$ of the gas from the Maxwellian $f_0$. Further, $M_k=\langle w^3S_k\rangle$, $M_1=-2/\sqrt\pi$, $\kappa=\frac54nk_Bc_0b_1$ and $\langle w^2S_1S_k\rangle=\frac{15}4\delta_{1k}$. The $b_k$ follow from the Boltzmann equation.

\subsection{Lemma 4: equations for the coefficients}

At uniform pressure $f_0\propto T^{-5/2}e^{-mc^2/(2k_BT)}$: one factor $T^{-1}$ comes from $n=p/(k_BT)$ and $T^{-3/2}$ from the normalization. At fixed $\mathbf c$ this gives $\partial\ln f_0/\partial\ln T=w^2-\frac52=-S_1$. The steady Boltzmann equation, linear in the gradient, is
\begin{align}
&\mathbf c\cdot\nabla f_0=-f_0S_1c_0\,\mathbf w\cdot\nabla\ln T=-\mathcal L\phi,\\
&\mathcal L\phi=\int f_0f_{0,1}\,v_{rel}\,\sigma\,
(\phi+\phi_1-\phi'-\phi_1')\,d\Omega\,d^3c_1 .\nonumber
\end{align}
Here $v_{rel}$ is the relative speed of the colliding atoms, $\sigma$ the differential cross section, the index 1 marks the collision partner and primes mark values after the collision. Energy conservation, $f_0'f_{0,1}'=f_0f_{0,1}$, has been used.

Put $\boldsymbol\Psi_k=S_k(w^2)\mathbf w$. Since the direction of $\nabla T$ is arbitrary, $\sum_kb_k\mathcal L\boldsymbol\Psi_k=c_0f_0\boldsymbol\Psi_1$. The scalar product with $\boldsymbol\Psi_j$, integrated over $\mathbf c$, gives
\begin{equation}
\sum_kB_{jk}b_k=\frac{15}4nc_0\delta_{j1},\qquad
B_{jk}=\int\boldsymbol\Psi_j\cdot\mathcal L\boldsymbol\Psi_k\,d^3c .
\label{system}
\end{equation}
Exchanging the two atoms, and exchanging a collision with its inverse, leaves the weight in $B_{jk}$ unchanged. Averaging over these four equivalent forms replaces the integrand by $\frac14\Delta_j\cdot\Delta_k$, where $\Delta_k$ is the change of $\mathbf P_k=\boldsymbol\Psi_k+\boldsymbol\Psi_{k,1}$ in the collision.

This part has derived a drift velocity that does not depend on the sphere's radius, under conditions (a)–(e), and has reduced the number $C$ in it to a linear system for the coefficients $b_k$. It remains to evaluate the collision matrix and $C$ for hard spheres, to examine the effects of finite radius and poor heat conduction in the particle, and to work through an example in argon.
